# Surface Green function and layer densities of a simple cubic (001) crystal: test program

```python
"""
Surface Green function of the simple cubic (001) tight-binding crystal.

Result under test: for each in-plane wave vector the crystal is a chain with
site energy eps and hopping V. Cutting the bond between layers 0 and 1 and
shifting both site energies by U gives, for layers m, n >= 1,
  G_mn = [lam^|m-n| + lam^(m+n-1) (u-lam)/(1-u lam)] / [V (1/lam - lam)],
where z - eps = V (lam + 1/lam), |lam| < 1 and u = U/V.
The sum over in-plane wave vectors gives the layer densities of states.
Energies are in units of t = |V|, with V = -t; densities are per site and
spin in 1/t. Layer 1 is the surface; layer None denotes the infinite bulk.
"""
import numpy as np
from scipy.special import ellipkm1

V = -1.0
U_STRONG = 2.0
PI = np.pi

# Quadrature on [0, 1] with nodes clustered at both ends, which tames
# logarithmic and square-root end-point singularities.
_x, _w = np.polynomial.legendre.leggauss(120)
_s = (_x + 1) / 2
NODES = _s**3 * (10 - 15 * _s + 6 * _s**2)
WEIGHTS = _w / 2 * 30 * _s**2 * (1 - _s)**2


def piecewise_rule(breaks):
    """Nodes and weights for an integral split at the given break points."""
    points, weights = [], []
    for a, b in zip(breaks[:-1], breaks[1:]):
        points.append(a + (b - a) * NODES)
        weights.append((b - a) * WEIGHTS)
    return np.concatenate(points), np.concatenate(weights)


def square_dos(energy):
    """Density of states of the square lattice, band from -4 to 4."""
    e = np.maximum(np.abs(energy), 1e-17)
    complementary = 16 * e / (4 + e)**2
    value = 4 * ellipkm1(np.minimum(complementary, 1.0)) / (PI**2 * (4 + e))
    return np.where(e < 4, value, 0.0)


def layer_dos(energy, layer, U=0.0):
    """Density of states of one layer from the derived formula."""
    cosines = [(energy + shift) / (2 * V) for shift in (-4, 0, 4)]
    inner = [np.arccos(c) for c in cosines if abs(c) < 1]
    theta, weight = piecewise_rule(sorted([0.0, PI] + inner))
    in_plane = square_dos(energy - 2 * V * np.cos(theta))
    if layer is None:
        return float(np.sum(weight * in_plane) / PI)
    u = U / V
    amplitude = np.sin(layer * theta) - u * np.sin((layer - 1) * theta)
    norm = 1 - 2 * u * np.cos(theta) + u**2
    total = 2 / PI * np.sum(weight * in_plane * amplitude**2 / norm)
    if abs(u) > 1:
        bound = (1 - u**-2) * u**(-2 * (layer - 1))
        total += bound * square_dos(energy - U - V**2 / U)
    return float(total)


def half_chain(size, U):
    """Hamiltonian matrix of a finite chain with a shifted first site."""
    h = V * (np.eye(size, k=1) + np.eye(size, k=-1))
    h[0, 0] = U
    return h


# --- Cleavage by Dyson's equation, at fixed in-plane wave vector ---
sites = np.arange(-5, 7)
k_chain = 2 * PI * np.arange(600) / 600
half = np.where(sites >= 1)[0]
edge = [int(np.where(sites == 0)[0][0]), int(np.where(sites == 1)[0][0])]
for z in (0.7 + 0.3j, -1.9 + 0.25j, 2.6 + 0.2j):
    spectrum = 1 / (z - 2 * V * np.cos(k_chain))
    bulk = np.array([[np.mean(np.exp(1j * k_chain * (m - n)) * spectrum)
                      for n in sites] for m in sites])
    roots = np.roots([1, -z / V, 1])
    lam = roots[np.argmin(abs(roots))]
    prefactor = 1 / (V * (1 / lam - lam))
    distance = abs(sites[:, None] - sites[None, :])
    assert np.allclose(bulk, prefactor * lam**distance, atol=1e-10)
    for U in (0.0, 0.6, -1.5, 2.0):
        W = np.array([[U, -V], [-V, U]])
        block = bulk[np.ix_(edge, edge)]
        tmat = np.linalg.solve(np.eye(2) - W @ block, W)
        cleaved = bulk + bulk[:, edge] @ tmat @ bulk[edge, :]
        # The two halves no longer communicate.
        assert np.max(abs(cleaved[np.ix_(sites < 1, sites >= 1)])) < 1e-9
        exact = np.linalg.inv(z * np.eye(300) - half_chain(300, U))[:6, :6]
        assert np.allclose(cleaved[np.ix_(half, half)], exact, atol=1e-9)
        m = np.arange(1, 7)[:, None]
        n = np.arange(1, 7)[None, :]
        u = U / V
        reflected = lam**(m + n - 1) * (u - lam) / (1 - u * lam)
        formula = prefactor * (lam**abs(m - n) + reflected)
        assert np.allclose(formula, exact, atol=1e-9)

# --- Surface state: energy, layer weights and threshold ---
levels, vectors = np.linalg.eigh(half_chain(300, U_STRONG))
state_energy = U_STRONG + V**2 / U_STRONG
ratio = V / U_STRONG
state_weights = [(1 - ratio**2) * ratio**(2 * j) for j in range(4)]
assert abs(levels[-1] - state_energy) < 1e-10
assert np.allclose(vectors[:4, -1]**2, state_weights, atol=1e-10)
assert levels[-2] < 2
assert np.max(abs(np.linalg.eigvalsh(half_chain(300, 0.8)))) < 2
assert np.max(abs(np.linalg.eigvalsh(half_chain(300, 1.2)))) > 2

# --- Layer densities against diagonalized slabs with broadening ---
E_BREAKS = [-6, -2, -1.5, 0, 2, 2.5, 6, 6.5]
E_nodes, E_weights = piecewise_rule(E_BREAKS)
cases = [(None, 0.0), (1, 0.0), (2, 0.0), (3, 0.0),
         (1, U_STRONG), (2, U_STRONG)]
curves = {case: np.array([layer_dos(e, *case) for e in E_nodes])
          for case in cases}
k_mesh = 2 * PI * (np.arange(120) + 0.5) / 120
eps_mesh = 2 * V * (np.cos(k_mesh)[:, None] + np.cos(k_mesh)[None, :])
eps_mesh = eps_mesh.ravel()
eta = 0.2

e2, w2 = piecewise_rule([-4, 0, 4])
z = 1.1 + 1j * eta
assert abs(np.sum(w2 * square_dos(e2) / (z - e2))
           - np.mean(1 / (z - eps_mesh))) < 1e-4

largest_difference = 0.0
for U in (0.0, U_STRONG):
    slab_levels, slab_vectors = np.linalg.eigh(half_chain(150, U))
    for energy in (-5.0, 0.4, 2.3, 6.2):
        z = energy + 1j * eta
        resolvent = np.array([np.mean(1 / (z - eps_mesh - level))
                              for level in slab_levels])
        lorentz = eta / PI / ((energy - E_nodes)**2 + eta**2)
        for case in cases:
            if case[1] != U:
                continue
            # The middle of the slab stands for the bulk at this broadening.
            row = 74 if case[0] is None else case[0] - 1
            direct = -np.sum(slab_vectors[row]**2 * resolvent.imag) / PI
            derived = np.sum(E_weights * curves[case] * lorentz)
            difference = abs(direct - derived)
            largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-4


# --- Moments against the Hamiltonian acting on a 3D half lattice ---
def apply_hamiltonian(psi, U):
    out = np.zeros_like(psi)
    for axis in (0, 1):
        out += V * (np.roll(psi, 1, axis) + np.roll(psi, -1, axis))
    out[:, :, 1:] += V * psi[:, :, :-1]
    out[:, :, :-1] += V * psi[:, :, 1:]
    out[:, :, 0] += U * psi[:, :, 0]
    return out


second_moment = {}
for case in cases:
    layer, U = case
    start = np.zeros((9, 9, 14))
    start[4, 4, 6 if layer is None else layer - 1] = 1
    chain_states = [start]
    for _ in range(4):
        chain_states.append(apply_hamiltonian(chain_states[-1], U))
    for p in range(8):
        walk = np.sum(chain_states[p // 2] * chain_states[p - p // 2])
        integral = np.sum(E_weights * curves[case] * E_nodes**p)
        assert abs(walk - integral) < 1e-6 * (1 + 6.5**p), (case, p)
        if p == 2:
            second_moment[case] = integral

# --- Occupation of layer 1 with the Fermi level at zero ---
occupied = E_nodes < 0
filling = {U: np.sum((E_weights * curves[(1, U)])[occupied])
           for U in (0.0, U_STRONG)}
assert abs(filling[0.0] - 0.5) < 1e-6
slab_levels, slab_vectors = np.linalg.eigh(half_chain(150, U_STRONG))
counted = sum(slab_vectors[0, j]**2 * np.mean(eps_mesh + slab_levels[j] < 0)
              for j in range(150))
# The tolerance reflects counting sharp steps on a finite mesh.
assert abs(counted - filling[U_STRONG]) < 3e-3

# --- Limiting laws for U = 0 against the full integrals ---
height = 1e-3
for layer in (1, 2, 3):
    law = layer**2 * height**1.5 / (6 * PI**2)
    assert abs(layer_dos(-6 + height, layer) / law - 1) < 0.02
bulk_law = height**0.5 / (4 * PI**2)
assert abs(layer_dos(-6 + height, None) / bulk_law - 1) < 0.02

steps = (1e-2, 1e-4)
slopes = {layer: [(layer_dos(2 + h, layer) - layer_dos(2.0, layer)) / h
                  for h in steps] for layer in (None, 1)}
assert 6 < slopes[None][1] / slopes[None][0] < 14
assert abs(slopes[1][1] - slopes[1][0]) < 0.02


def deep_law(energy, layer):
    return -np.cos(2 * layer * np.arccos(energy / 2)) / (4 * PI**2 * layer)


for energy in (0.0, 0.5, 1.3):
    for layer in range(8, 13):
        change = layer_dos(energy, layer) - layer_dos(energy, None)
        allowed = 0.01 / (4 * PI**2 * layer)
        assert abs(change - deep_law(energy, layer)) < allowed

# --- Worked example ---
print(f"hopping V = {V:.1f} t, bulk band from {6*V:.1f} to {-6*V:.1f} t")
print("U = 0: density of states in 1/t per site and spin")
print("  E/t    layer1   layer2   layer3   layer4   bulk")
for energy in (0.0, 1.0, 2.0, 3.0, 4.0, 5.0, 5.5):
    row = [layer_dos(energy, j) for j in (1, 2, 3, 4, None)]
    print(f"  {energy:3.1f}  " + " ".join(f"{v:8.5f}" for v in row))
for case in cases[:3]:
    name = "bulk" if case[0] is None else f"layer {case[0]}"
    print(f"second moment, {name}, U=0: {second_moment[case]:.5f} t^2")
e_show = 0.01
print(f"height above band bottom: {e_show} t; densities in 1/t:")
for layer in (1, 2, 3, None):
    full = layer_dos(-6 + e_show, layer)
    if layer is None:
        name, law = "bulk", e_show**0.5 / (4 * PI**2)
    else:
        name, law = f"layer {layer}", layer**2 * e_show**1.5 / (6 * PI**2)
    print(f"  {name}: full {full:.4e}, limiting law {law:.4e}")
print("difference quotient of the density just above E=2t, in 1/t^2:")
for layer, name in ((None, "bulk"), (1, "layer 1")):
    for h, slope in zip(steps, slopes[layer]):
        print(f"  {name}, step {h:.0e} t: {slope:.4f}")
print("layer minus bulk density at E=0, U=0, in 1/t:")
for layer in (1, 2, 3, 4, 10):
    change = layer_dos(0.0, layer) - layer_dos(0.0, None)
    print(f"  layer {layer}: full {change:.6f}, "
          f"deep-layer law {deep_law(0.0, layer):.6f}")
print(f"surface shift U = {U_STRONG:.1f} t")
print(f"surface state above eps_k: {state_energy:.4f} t")
print(f"surface band: {state_energy-4:.2f} to {state_energy+4:.2f} t")
print("state weight, layers 1-4: "
      + " ".join(f"{v:.5f}" for v in state_weights))
for energy in (0.0, 6.25):
    row = [layer_dos(energy, j, U_STRONG) for j in (1, 2, 3)]
    print(f"density at E={energy} t, layers 1-3, 1/t: "
          + " ".join(f"{v:.5f}" for v in row))
print(f"bulk density at E=6.25 t: {layer_dos(6.25, None):.5f} 1/t")
for U in (0.0, U_STRONG):
    print(f"layer 1 filling per spin, E_F=0, U={U:.1f} t: {filling[U]:.4f}")
print(f"slab test: broadening {eta} t, "
      f"largest difference {largest_difference:.1e} 1/t")
print("every check passed")
```

Printed output:

```
hopping V = -1.0 t, bulk band from -6.0 to 6.0 t
U = 0: density of states in 1/t per site and spin
  E/t    layer1   layer2   layer3   layer4   bulk
  0.0   0.16707  0.13012  0.15109  0.13635  0.14267
  1.0   0.15516  0.14948  0.13474  0.14632  0.14316
  2.0   0.11918  0.13201  0.13625  0.13837  0.14470
  3.0   0.07981  0.06793  0.07390  0.07646  0.07378
  4.0   0.04505  0.04871  0.04820  0.04848  0.04838
  5.0   0.01644  0.03428  0.02917  0.02623  0.02901
  5.5   0.00589  0.01723  0.02301  0.02070  0.01911
second moment, bulk, U=0: 6.00000 t^2
second moment, layer 1, U=0: 5.00000 t^2
second moment, layer 2, U=0: 6.00000 t^2
height above band bottom: 0.01 t; densities in 1/t:
  layer 1: full 1.6883e-05, limiting law 1.6887e-05
  layer 2: full 6.7126e-05, limiting law 6.7547e-05
  layer 3: full 1.4953e-04, limiting law 1.5198e-04
  bulk: full 2.5362e-03, limiting law 2.5330e-03
difference quotient of the density just above E=2t, in 1/t^2:
  bulk, step 1e-02 t: -0.7575
  bulk, step 1e-04 t: -7.5969
  layer 1, step 1e-02 t: -0.0467
  layer 1, step 1e-04 t: -0.0481
layer minus bulk density at E=0, U=0, in 1/t:
  layer 1: full 0.024397, deep-layer law 0.025330
  layer 2: full -0.012556, deep-layer law -0.012665
  layer 3: full 0.008412, deep-layer law 0.008443
  layer 4: full -0.006320, deep-layer law -0.006333
  layer 10: full -0.002532, deep-layer law -0.002533
surface shift U = 2.0 t
surface state above eps_k: 2.5000 t
surface band: -1.50 to 6.50 t
state weight, layers 1-4: 0.75000 0.18750 0.04688 0.01172
density at E=0.0 t, layers 1-3, 1/t: 0.11420 0.15385 0.13605
density at E=6.25 t, layers 1-3, 1/t: 0.06162 0.01541 0.00385
bulk density at E=6.25 t: 0.00000 1/t
layer 1 filling per spin, E_F=0, U=0.0 t: 0.5000
layer 1 filling per spin, E_F=0, U=2.0 t: 0.2026
slab test: broadening 0.2 t, largest difference 2.7e-07 1/t
every check passed
```
